# Strain-Renormalized Landau Coefficients of a Biaxially Clamped Ferroelectric Film, part 2

Which polarization minimizes the energy of a ferroelectric film clamped to a substrate? The film has a cubic parent phase. Axes 1 and 2 lie in the plane and axis 3 is the normal. Units are SI, with polarization $P_i$ in C/m² and energy densities in J/m³; $\varepsilon_0$ is the vacuum permittivity.

The stress-free crystal has the Landau energy density

$$
\begin{aligned}
L={}&a_1(P_1^2+P_2^2+P_3^2)+a_{11}(P_1^4+P_2^4+P_3^4)\\
&+a_{12}(P_1^2P_2^2+P_2^2P_3^2+P_3^2P_1^2)+L_6,
\end{aligned}
$$

$$
\begin{aligned}
L_6={}&a_{111}(P_1^6+P_2^6+P_3^6)+a_{112}\big[P_1^4(P_2^2+P_3^2)\\
&+P_2^4(P_1^2+P_3^2)+P_3^4(P_1^2+P_2^2)\big]+a_{123}P_1^2P_2^2P_3^2 .
\end{aligned}
$$

Stresses $t_i$ and strains $S_i$ carry six-component indices, with engineering shears. The compliances $s_{11},s_{12},s_{44}$ are taken at fixed polarization, and $m=s_{11}-s_{12}$; isotropic elasticity would require $s_{44}=2m$. The electrostrictive coefficients $Q_{11},Q_{12},Q_{44}$ give the spontaneous strains

$$
\begin{aligned}
S^0_1&=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),\\
S^0_2&=Q_{11}P_2^2+Q_{12}(P_1^2+P_3^2),\\
S^0_3&=Q_{11}P_3^2+Q_{12}(P_1^2+P_2^2),\\
S^0_4&=Q_{44}P_2P_3,\quad S^0_5=Q_{44}P_1P_3,\quad S^0_6=Q_{44}P_1P_2 .
\end{aligned}
$$

The total strains include an elastic part:

$$
S_1=S_1^0+s_{11}t_1+s_{12}(t_2+t_3),\qquad S_6=S_6^0+s_{44}t_6 .
$$

The misfit strain is $S_m=(b-a_0)/a_0$, positive in tension, where $b$ and $a_0$ are the lattice parameters of the substrate and of the film's parent phase. A uniform coherent film has $S_1=S_2=S_m$, $S_6=0$ and $t_3=t_4=t_5=0$. With elastic strains $e_i=S_i-S_i^0$, the energy to minimize at zero field is

$$
\tilde G=L+\tfrac12(t_1e_1+t_2e_2+t_6e_6).
$$

With a field $E_i$, one minimizes $\tilde G-\sum_iE_iP_i$. Eliminating the stresses gives

$$
\begin{aligned}
\tilde G={}&\frac{S_m^2}{p}+a_1^*(P_1^2+P_2^2)+a_3^*P_3^2+a_{11}^*(P_1^4+P_2^4)\\
&+a_{33}^*P_3^4+a_{12}^*P_1^2P_2^2+a_{13}^*(P_1^2+P_2^2)P_3^2+L_6,
\end{aligned}
$$

with

$$
a_1^*=a_1-\frac{S_m(Q_{11}+Q_{12})}{s_{11}+s_{12}},\qquad
a_3^*=a_1-\frac{2S_mQ_{12}}{s_{11}+s_{12}},
$$

$$
\begin{aligned}
a_{11}^*&=a_{11}+\frac{(Q_{11}+Q_{12})^2}{4(s_{11}+s_{12})}+\frac{(Q_{11}-Q_{12})^2}{4(s_{11}-s_{12})},\\
a_{33}^*&=a_{11}+\frac{Q_{12}^2}{s_{11}+s_{12}},\\
a_{12}^*&=a_{12}+\frac{(Q_{11}+Q_{12})^2}{2(s_{11}+s_{12})}-\frac{(Q_{11}-Q_{12})^2}{2(s_{11}-s_{12})}+\frac{Q_{44}^2}{2s_{44}},\\
a_{13}^*&=a_{12}+\frac{Q_{12}(Q_{11}+Q_{12})}{s_{11}+s_{12}} .
\end{aligned}
$$

## Phase boundaries and polarization rotation in a film

The misfit strain is $S_m$, the in-plane polarization components are $P_1,P_2$, and $P_3$ is normal to the film. The elimination of stress gave an energy with quadratic coefficients $a_1^*$ (in-plane) and $a_3^*$ (normal), quartic coefficients $a_{11}^*,a_{33}^*,a_{12}^*,a_{13}^*$, unchanged sixth-order coefficients $a_{111},a_{112},a_{123}$, and a constant $S_m^2/p$, where $p=s_{11}+s_{12}$. The states needed are c, with $P_3$ alone; aa, with $P_1=P_2$ and $P_3=0$; and r, with $P_1=P_2$ and all three components nonzero.

Take rough typical parameters for lead titanate: $a_1=3.8\times10^5(T-479\,^\circ\mathrm C)$, $a_{11}=-7.3\times10^7$, $a_{12}=7.5\times10^8$, $a_{111}=2.6\times10^8$, $a_{112}=6.1\times10^8$ and $a_{123}=-3.7\times10^9$ in SI units. The electrostrictive coefficients are $Q_{11}=0.089$, $Q_{12}=-0.026$ and $Q_{44}=0.0675\ \mathrm{m^4/C^2}$; the compliances are $s_{11}=8.0$, $s_{12}=-2.5$ and $s_{44}=9.0$ in $10^{-12}\ \mathrm{Pa^{-1}}$. The film is 50 nm thick, at 25 °C, with a tensile misfit of 0.5 %.

Then $p=5.5\times10^{-12}\ \mathrm{Pa^{-1}}$ and $a_1=-1.725\times10^8$ J m/C². The quadratic coefficients are

$$
\begin{aligned}
a_1^*&=-1.725\times10^8-\frac{0.005\times0.063}{5.5\times10^{-12}}=-2.298\times10^8,\\
a_3^*&=-1.725\times10^8+\frac{2\times0.005\times0.026}{5.5\times10^{-12}}=-1.252\times10^8 .
\end{aligned}
$$

Tension favours the in-plane components. In units of $10^8$ J m⁵/C⁴, the quartic coefficients are

$$
\begin{aligned}
a_{11}^*&=-0.73+1.804+3.149=4.22,\\
a_{33}^*&=-0.73+1.229=0.50,\\
a_{12}^*&=7.5+3.608-6.298+2.531=7.34,\\
a_{13}^*&=7.5-2.978=4.52 .
\end{aligned}
$$

The sign of $a_{33}^*$ changes the character of the polar onset. With $a_{11}<0$ the stress-free crystal acquires a finite polarization discontinuously. In a film for which the normal direction orders first, $P_3^2\simeq-a_3^*/(2a_{33}^*)$ grows from zero. At 480 °C, one kelvin above the temperature where $a_1=0$, an evaluation on a grid with each $P_i^2$ between 0 and 0.75 C²/m⁴ finds a polar minimum below zero energy for the stress-free crystal, but none for the film at $S_m=0$. Under compression the onset temperature follows from $a_3^*=0$. For $S_m=-0.5\,\%$,

$$
T=479+\frac{2(-0.026)(-0.005)}{(5.5\times10^{-12})(3.8\times10^5)}\approx603\,^\circ\mathrm C .
$$

In the c state, write $z=P_3^2$. The energy $a_3^*z+a_{33}^*z^2+a_{111}z^3$ is stationary when $a_3^*+2a_{33}^*z+3a_{111}z^2=0$. The root at a minimum is

$$
z=\frac{-a_{33}^*+\sqrt{a_{33}^{*2}-3a_{111}a_3^*}}{3a_{111}} .
$$

At 25 °C and zero misfit this gives $z=0.411$ C²/m⁴, or $P_3=64$ μC/cm². The same sixth-order energy without clamping has $a_{11}$ in place of $a_{33}^*$ and gives 76 μC/cm². The difference is due to clamping alone, since $a_3^*=a_1$ at zero misfit. The film's in-plane stress is $-Q_{12}z/p$, about 1.9 GPa in tension, because the substrate prevents the contraction that accompanies $P_3$.

A small in-plane component added to the c state costs an energy proportional to its square. Collecting the terms containing $P_1^2$ and powers of $P_3$ shows that the state is locally stable while

$$
a_1^*+a_{13}^*z+a_{112}z^2>0 .
$$

With $z$ recalculated at each misfit, the left side vanishes at $S_m=0.484\,\%$. This is a limit of local stability, not necessarily a phase boundary, because another state may already be lower.

To see which case applies, set $P_1^2=P_2^2=x$. Apart from the constant, the energy is

$$
\begin{aligned}
f={}&2a_1^*x+a_3^*z+(2a_{11}^*+a_{12}^*)x^2+a_{33}^*z^2+2a_{13}^*xz\\
&+2(a_{111}+a_{112})x^3+a_{111}z^3\\
&+(2a_{112}+a_{123})x^2z+2a_{112}xz^2 .
\end{aligned}
$$

As $x$ grows from zero, $z$ readjusts. To second order in $x$, minimizing over the small change of $z$ replaces the curvature $f_{xx}$ by

$$
f_{xx}-\frac{f_{xz}^2}{f_{zz}},
$$

where subscripts denote derivatives taken in the c state. At the stability limit $z\approx0.344$ C²/m⁴. In units of $10^8$ J m⁵/C⁴,

$$
\begin{aligned}
f_{xx}&=2(2a_{11}^*+a_{12}^*)+2(2a_{112}+a_{123})z\approx14.5,\\
f_{xz}&=2a_{13}^*+4a_{112}z\approx17.4,\\
f_{zz}&=2a_{33}^*+6a_{111}z\approx6.4 .
\end{aligned}
$$

The effective curvature is about $14.5-47.8=-33$. It is negative, so at the limit, where the term linear in $x$ vanishes, states of lower energy already exist at finite $x$. The transition out of c must therefore have occurred at smaller misfit, and discontinuously. The cause in this model is the readjustment of $P_3$: normal polarization is easily reduced, since $f_{zz}$ is small, and each reduction makes room for more in-plane polarization.

A minimization from six starting states, covering upright, in-plane and mixed polarizations, places the c–r boundary at $S_m=0.348\,\%$. There the polarization changes from $(0,0,60.3)$ to $(28.3,28.3,43.4)$ μC/cm², and its angle from the normal jumps from zero to 43°. Between 0.348 % and 0.484 % the c state remains locally stable but is no longer lowest. At misfits of −0.5, 0, 0.5 and 1.2 %, a grid of the same range as above found no state lower than the one obtained from the minimization.

At the example's misfit of 0.5 % the lowest uniform state is r, with polarization $(32.5,32.5,35.4)$ μC/cm². Its angle is

$$
\theta=\arctan\frac{\sqrt{32.5^2+32.5^2}}{35.4}\approx52^\circ .
$$

The normal stress in the plane follows from half the area strain divided by $p$. With $x=0.1056$ and $z=0.1253$ C²/m⁴,

$$
t_1=\frac{0.01-2(0.063)(0.1056)+2(0.026)(0.1253)}{2(5.5\times10^{-12})}\approx0.29\ \mathrm{GPa}.
$$

This is much smaller than in the c state at zero misfit, because the in-plane polarization expands the base and the smaller normal component contracts it less. The price is a shear stress $t_6=-Q_{44}P_1P_2/s_{44}\approx-0.79$ GPa, since the square net forbids the shear that polarization along a diagonal would produce.

Further tension turns the polarization into the plane. In the aa state the energy reduces to $2a_1^*x+(2a_{11}^*+a_{12}^*)x^2+2(a_{111}+a_{112})x^3$. With $B=2a_{11}^*+a_{12}^*$ and $C=a_{111}+a_{112}$, setting its derivative to zero gives $a_1^*+Bx+3Cx^2=0$, so

$$
x=\frac{-B+\sqrt{B^2-12Ca_1^*}}{6C} .
$$

At $S_m=1.2\,\%$ this is $x=0.156$ C²/m⁴, or 39.5 μC/cm² for each in-plane component. A small normal component is resisted when

$$
a_3^*+2a_{13}^*x+(2a_{112}+a_{123})x^2>0 .
$$

The left side changes sign at $S_m=0.988\,\%$. Minimization over all three components finds $P_3$ disappearing at the same misfit to the digits given. The curvature argument agrees: at this point, with the roles of $x$ and $z$ exchanged, it gives $4.56-1.81^2/46.8\approx4.5$ in the same units. This is positive, so $P_3$ vanishes continuously. Within the model the rotation thus begins with a jump of 43° and ends smoothly at 90°.

These boundaries belong to a uniform film with ideal electrodes. Suppose instead that each electrode screens the polarization charge imperfectly, with an effective length $\lambda$ that produces a potential drop $\lambda P_3/\varepsilon_0$. Short-circuiting a film of thickness $d$ then requires a field $E_3=-2\lambda P_3/(\varepsilon_0d)$. The energy $-\tfrac12E_3P_3$ adds

$$
\Delta a_3=\frac{\lambda}{\varepsilon_0d}
$$

to $a_3^*$. For a rough $\lambda=0.01$ nm and $d=50$ nm this is $2.26\times10^7$ J m/C², 18 % of the magnitude of $a_3^*$ in the example. In-plane polarization now appears at 0.233 % misfit instead of 0.348 %, and the angle at 0.5 % rises from 52° to 61°. The remaining field is 0.12 MV/cm. The phase boundary is thus sensitive to the electrodes even at this thickness.

The effect of temperature depends on the boundary. At 85 °C, with $S_m$ held fixed, in-plane polarization appears at 0.335 % instead of 0.348 %, a small change, but $P_3$ disappears at 0.79 % instead of 0.99 %. A real film heated by the same amount would also change its misfit through thermal expansion, which this comparison leaves out. The compliance of the substrate is a smaller matter still. A film of stress $t$ on a slab of thickness $H$ produces at the slab's surface a membrane stress $td/H$ and, if the slab can bend, a bending stress $3td/H$. For equal moduli the relief is $4d/H$ of the film's elastic strain, or 0.04 % of it for a 0.5 mm substrate.

Whether the misfit survives growth is more serious. Take a film grown hot enough to be nonpolar, so that its stress is proportional to $S_m$. For an edge dislocation with its Burgers vector, of length $b_d$, in the interface, isotropic elasticity balances the misfit force $2\mu(1+\nu)S_mb_dh/(1-\nu)$ against the line tension $\mu b_d^2[\ln(h/b_d)+1]/[4\pi(1-\nu)]$. Here $\mu$ is the shear modulus, $\nu$ the Poisson ratio and $h$ the critical thickness. Hence

$$
h=\frac{b_d}{8\pi(1+\nu)S_m}\left[\ln\frac{h}{b_d}+1\right].
$$

With $b_d=0.39$ nm and $\nu=-s_{12}/s_{11}=0.31$, the critical thickness at 0.5 % is about 10 nm. A coherent 50 nm film is therefore metastable in this estimate. If it relaxed during growth to the equilibrium given by the same balance, the misfit left would be 0.14 %. With that misfit retained on cooling, the model would return a c state with 63 μC/cm² at 25 °C. These compliances are far from isotropic, with $s_{44}=9.0$ against $2m=21$ in $10^{-12}\ \mathrm{Pa^{-1}}$. Using the line energy of an edge dislocation in the cubic crystal raises the critical thickness to about 14 nm and the retained misfit to 0.18 %, which still gives a c state, with 62 μC/cm². The balance does not describe relaxation after the film has become polar, because the stress then also contains a part caused by the polarization. The misfit to be entered is the one the film actually retains, not the difference between tabulated lattice parameters.

Of the omissions estimated here, the formation of domains changes the energy most. Consider a fine stack of domains with polarization $P$ along axis 3 in some and along axis 1 in the others. Let $S_2=S_m$ in both, and let the substrate fix only the average of $S_1$. Moving a domain wall exchanges long and short cell edges along axis 1, and a stress $t_1$ would do work in that exchange. The domain fraction therefore adjusts until $t_1=0$, while the free surface gives $t_3=0$. In each domain $S_2=Q_{12}P^2+s_{11}t_2$, which gives $t_2=(S_m-Q_{12}P^2)/s_{11}$. The energy density is

$$
g=a_1P^2+a_{11}P^4+a_{111}P^6+\frac{(S_m-Q_{12}P^2)^2}{2s_{11}} .
$$

Its minimum lies at $P=70$ μC/cm². If $\phi$ is the fraction of domains polarized in the plane, the average strain condition is

$$
\phi Q_{11}P^2+(1-\phi)Q_{12}P^2+s_{12}t_2=S_m .
$$

It gives $\phi=0.41$, an admissible fraction. The energy is −51.8 MJ/m³, against −28.2 MJ/m³ for the uniform r state, both including their elastic constants. Walls and the strained layer next to the substrate have been omitted, which favours the domains. For a 50 nm film those costs would have to exceed $(51.8-28.2)\times10^6\times50\times10^{-9}\approx1.2$ joules per square metre of film for this stack to lose to the uniform state. The r state at 0.5 % is therefore the lowest uniform state, but not the lowest state of the film when domains can form at a smaller cost. Tension is not needed for this. At zero misfit the same formulas give −61.5 MJ/m³ for the domains, with $\phi=0.30$, against −44.4 MJ/m³ for the uniform c state.

This stack is not the only candidate. An equal mixture of domains polarized along axes 1 and 2 has the average spontaneous strain $\tfrac12(Q_{11}+Q_{12})P^2$ in both in-plane directions, so its elastic term is $[S_m-\tfrac12(Q_{11}+Q_{12})P^2]^2/p$. At 0.5 % its minimum is −53.8 MJ/m³ at $P=65$ μC/cm², slightly below the upright and in-plane stack, and it is the lower of the two above about 0.46 % misfit; the margin over the r state is then 1.3 joules per square metre. If all three orientations are mixed, with a fraction 0.30 along each in-plane axis, the average spontaneous strain matches $S_m$ in both directions and the energy approaches the stress-free value, −73.9 MJ/m³, as a lower limit before walls are counted. The uniform state is restored only if wall and interface costs outweigh the gain of every such pattern.

Set beside real lead titanate, the stress-free value of 76 μC/cm² is of the size found for bulk crystals, roughly 70 to 80. The gigapascal stresses are large, and linear elasticity is being used at elastic strains of about one per cent in the uniform states and 1.8 % in the upright and in-plane stack; that error is not sized here. Real films can break the single-domain assumption by forming upright and in-plane domains, and thicker ones may also lose part of their misfit. For the example, the first lowers the energy density by 24 MJ/m³ before wall costs (26 MJ/m³ for the stack of two in-plane orientations) and replaces rotation within a domain by a mixture of orientations; the second can remove the in-plane polarization altogether. The boundaries also depend on the material coefficients: changing $Q_{12}$ or $s_{11}$ alone by 10 % moves the c–r boundary by about 0.1 percentage points of misfit. Using the uniform phase boundaries as a design rule therefore requires accurate coefficients, a coherent film of known retained strain, well-screened electrodes and evidence that domains are absent.

## Computed results

```
T0 = 479 C; da1/dT = 3.80e+05 J m/(C^2 K)
a11 = -7.30e+07, a12 = 7.50e+08 J m^5/C^4
a111 = 2.60e+08, a112 = 6.10e+08 J m^9/C^6
a123 = -3.70e+09 J m^9/C^6
Q11 = 0.0890, Q12 = -0.0260, Q44 = 0.0675 m^4/C^2
s11 = 8.00e-12, s12 = -2.50e-12, s44 = 9.00e-12 1/Pa
example: T = 25 C, Sm = 0.50 %
film thickness = 50 nm
s11+s12 = 5.50e-12, s11-s12 = 1.05e-11 1/Pa
Q11+Q12 = 0.0630, Q11-Q12 = 0.1150 m^4/C^2
sum-mode part of a11* = 1.8041e+08 J m^5/C^4
difference part of a11* = 3.1488e+08 J m^5/C^4
shear part of a12* = 2.5313e+08 J m^5/C^4
normal part of a33* = 1.2291e+08 J m^5/C^4
cross part of a13* = -2.9782e+08 J m^5/C^4
stress-free a1 = -1.7252e+08 J m/C^2
a1* = -2.2979e+08, a3* = -1.2525e+08 J m/C^2
a11* = 4.2229e+08, a33* = 4.9909e+07 J m^5/C^4
a12* = 7.3418e+08, a13* = 4.5218e+08 J m^5/C^4
c onset at Sm = -0.50 %: 603.4 C
Sm = -0.50 %, c: P=(0.0, 0.0, 68.6) uC/cm2, angle from normal 0.0 deg
  in-plane stress t1 = 1316 MPa, shear t6 = 0 MPa
Sm = 0.00 %, c: P=(0.0, 0.0, 64.1) uC/cm2, angle from normal 0.0 deg
  in-plane stress t1 = 1941 MPa, shear t6 = 0 MPa
Sm = 0.50 %, r: P=(32.5, 32.5, 35.4) uC/cm2, angle from normal 52.4 deg
  in-plane stress t1 = 291 MPa, shear t6 = -794 MPa
Sm = 1.20 %, aa: P=(39.5, 39.5, 0.0) uC/cm2, angle from normal 90.0 deg
  in-plane stress t1 = 394 MPa, shear t6 = -1171 MPa
c-r boundary = 0.3478 %
c side: c: P=(0.0, 0.0, 60.3) uC/cm2, angle from normal 0.0 deg
r side: r: P=(28.3, 28.3, 43.4) uC/cm2, angle from normal 42.7 deg
c local stability limit = 0.4838 %
r-aa boundary, global search = 0.9877 %
aa local stability limit = 0.9877 %
screening length per electrode = 0.010 nm
screening addition to a3* = 2.259e+07 J m/C^2
screened film at example Sm: r: P=(33.8, 33.8, 27.0) uC/cm2, angle from normal 60.5 deg
depolarizing field = 0.122 MV/cm
in-plane onset with screening = 0.2334 %
in-plane onset at 85 C = 0.3346 %
Burgers vector = 0.39 nm; Poisson ratio = 0.3125
equilibrium critical thickness = 10.0 nm
equilibrium strain left at film thickness = 0.138 %
relaxed film: c: P=(0.0, 0.0, 62.7) uC/cm2, angle from normal 0.0 deg
substrate thickness = 0.50 mm
substrate strain relief = 0.040 %
single-domain energy = -28.21 MJ/m3
c/a laminate energy = -51.80 MJ/m3
laminate P = 69.9 uC/cm2; a fraction = 0.413
laminate stress t2 = 2213 MPa
```
